# Oxidation Rate of a Silicon Wire and Its Logarithmic Diffusion Resistance

**Q:** For a flat wafer, oxidant crosses an oxide of thickness $x$ and meets a diffusion resistance $x/D$. Why not use the same expression for a round wire, with $x$ measured along the radius?

**A:** On a wafer the flux density is the same at every depth. In a wire the oxidant converges on a shrinking circumference, so the flux density must rise on the way in.

Take a long silicon core of radius $a$ inside a concentric oxide of outer radius $b$, and let $C(r)$ be the number density of dissolved oxidant. Fick's law gives an outward flux density $-D\,dC/dr$, so the inward one is $j=D\,dC/dr$. Assume axial symmetry, uniform $D$, no reaction inside the oxide, and a profile that is steady at each instant. What enters a ring between $r$ and $r+dr$ must then leave it, so the inward current per unit length of wire,

$$J=2\pi r\,D\frac{dC}{dr},$$

is independent of $r$. It is $J$ that is conserved, while $j=J/(2\pi r)$ grows towards the core. Dividing by $2\pi rD$ and integrating from $a$ to $b$,

$$C(b)-C(a)=\frac{J}{2\pi D}\int_a^b\frac{dr}{r}=\frac{J}{2\pi D}\ln\frac ba .$$

The logarithm comes from adding thin rings in series, each with a resistance proportional to $dr/r$.

**Q:** That is one equation with three unknowns: $J$, $C(a)$ and $C(b)$.

**A:** The two surfaces supply the others. Let $C_*$ be the concentration the oxide would hold in equilibrium with the gas. Transfer through the outer surface is taken as linear in the departure from equilibrium, with coefficient $h$. The reaction at the silicon is taken as first order, with constant $k$. Both are velocities multiplying a concentration, and each acts on its own circumference:

$$J=2\pi b\,h\,[C_*-C(b)],\qquad J=2\pi a\,k\,C(a).$$

Solve each for its concentration drop and add the three drops. The intermediate concentrations cancel:

$$C_*=[C_*-C(b)]+[C(b)-C(a)]+C(a)=\frac{J}{2\pi}\left[\frac1{bh}+\frac{\ln(b/a)}{D}+\frac1{ak}\right].$$

Therefore

$$J=\frac{2\pi C_*}{\dfrac1{ak}+\dfrac1{bh}+\dfrac{\ln(b/a)}{D}} .$$

**Q:** I want the speed of the silicon surface, not a current of molecules.

**A:** Let $n$ be the number of oxidant molecules used per unit volume of silicon consumed. For steam, $\mathrm{Si+2H_2O\to SiO_2+2H_2}$, so $n$ is twice the atomic density of silicon. Write $u=-da/dt>0$ for the recession speed. In unit time a unit length of wire loses the silicon volume $2\pi a u$, which uses $2\pi a u n$ molecules. Setting this equal to $J$ and dividing by $2\pi a n$ gives $u=J/(2\pi an)$. The factor $1/a$ multiplies each term of the denominator of $J$ by $a$:

$$\boxed{\,u=-\frac{da}{dt}=\frac{C_*/n}{\dfrac1k+\dfrac{a}{bh}+\dfrac aD\ln\dfrac ba}\,}$$

The three terms are resistances referred to the area of the silicon surface. The outer surface is larger than the inner one by $b/a$, so its resistance carries the factor $a/b$. The oxide acts like a flat layer of effective thickness $a\ln(b/a)$.

**Q:** Does this reduce to the wafer law? The factor $a$ in front of the logarithm looks dangerous when $a$ is large.

**A:** Put $b=a+x$ and expand for $x\ll a$:

$$a\ln\left(1+\frac xa\right)=x-\frac{x^2}{2a}+\dots$$

The growing prefactor and the vanishing logarithm combine to give $x$. Also $a/b\to1$, so

$$u\to u_{\rm flat}=\frac{C_*/n}{1/k+1/h+x/D},$$

which is the linear-parabolic law.

At finite radius $\ln(1+s)<s$ for $s=x/a>0$, and $a/b<1$. Both transport resistances are therefore below their flat values, and at equal oxide thickness the core of the wire recedes faster than a wafer in this model.

A round hole in silicon shows the opposite sign. There the silicon lies outside radius $a$ and the gas-side oxide surface is at $b=a-x$. The current runs outwards, the same integration gives $\ln(a/b)$, and the effective thickness is

$$a\ln\frac ab=-a\ln\left(1-\frac xa\right)=x+\frac{x^2}{2a}+\dots>x .$$

Diverging flow raises the resistance referred to the silicon area; converging flow lowers it.

**Q:** You treat $b$ as given, but the oxide swells as it forms. And is faster recession the same thing as faster oxide growth?

**A:** It is not, and volume balance shows why. Let $\gamma$ be the oxide volume formed per unit volume of silicon consumed. Assume that the oxide is incompressible and expands only in the plane of the cross-section. For a wire that starts bare with radius $a_0$, the oxide area is $\gamma$ times the lost silicon area:

$$b^2-a^2=\gamma(a_0^2-a^2).$$

Differentiate in time: $2b\dot b-2a\dot a=-2\gamma a\dot a$. Hence $b\dot b=-(\gamma-1)a\dot a=(\gamma-1)au$, and the thickness $x=b-a$ grows at

$$\frac{dx}{dt}=\dot b-\dot a=u\left[1+(\gamma-1)\frac ab\right].$$

On a wafer the bracket is $\gamma$. On a wire it is smaller, because the new oxide is spread over a larger circumference. Two effects therefore compete. When diffusion dominates, the ratio of wire to wafer thickness rates at equal $x$ is

$$\frac{s}{\ln(1+s)}\cdot\frac1\gamma\left[1+\frac{\gamma-1}{1+s}\right]\approx\left(1+\frac s2\right)\left(1-\frac{\gamma-1}{\gamma}s\right)\approx1+\frac{2-\gamma}{2\gamma}\,s .$$

For $\gamma=2.25$ this starts slightly below one. At large $s$ the ratio behaves as $s/(\gamma\ln s)$, which exceeds one. When the reaction dominates, the first factor is absent and the wire's oxide thickens more slowly.

**Q:** Give me numbers. Which resistance matters in a real furnace?

**A:** Take steam oxidation near 1100 °C with rough typical parameters: $C_*=3.0\times10^{19}$ cm$^{-3}$, $n=2\times5.0\times10^{22}=1.0\times10^{23}$ cm$^{-3}$, $D=1.0\times10^5$ nm²/s, $k=2.0\times10^3$ nm/s, $h=1.0\times10^6$ nm/s and $\gamma=2.25$. A wire of initial radius 1000 nm has been oxidized until its core radius is 500 nm. Then

$$b=\sqrt{500^2+2.25(1000^2-500^2)}\ \text{nm}=1392\ \text{nm},\qquad x=892\ \text{nm}.$$

With $\ln(b/a)=1.024$, the effective thickness is $500\times1.024=512$ nm. The resistances are

- reaction: $1/k=5.00\times10^{-4}$ s/nm;
- outer surface: $a/(bh)=3.6\times10^{-7}$ s/nm;
- diffusion: $512/10^5=5.12\times10^{-3}$ s/nm.

Their sum is $5.62\times10^{-3}$ s/nm, and $C_*/n=3.0\times10^{-4}$, so

$$u=\frac{3.0\times10^{-4}}{5.62\times10^{-3}}\ \text{nm/s}=0.0534\ \text{nm/s}=3.20\ \text{nm/min}.$$

Diffusion supplies about 91% of the resistance. The concentration drops divide in the same proportions, so the silicon surface sees $C(a)/C_*=0.089$. A finite-difference solution of the radial diffusion equation, with the same two surface laws, also gives 0.05338 nm/s.

A wafer with the same 892 nm of oxide has a diffusion resistance of $8.92\times10^{-3}$ s/nm and recedes at 0.03185 nm/s. The wire's core is faster by a factor of 1.68. Its oxide thickens at $0.0534\,(1+1.25\times500/1392)=0.0774$ nm/s, against $2.25\times0.03185=0.0717$ nm/s for the wafer, a ratio of 1.08. Earlier, at a core radius of 900 nm, the corresponding ratio was 0.975. The competition has changed sign along the way.

**Q:** An instantaneous rate is hard to compare with a furnace run. Can you obtain the time without stepping the equation forward?

**A:** Yes. Since $dt=-da/u$,

$$t=\frac n{C_*}\int_a^{a_0}\left[\frac1k+\frac{a'}{b'h}+\frac{a'}D\ln\frac{b'}{a'}\right]da' .$$

The first term gives $(a_0-a)/k$. For the second, the volume relation gives $b'\,db'=-(\gamma-1)a'\,da'$, so $(a'/b')\,da'=-db'/(\gamma-1)$. As $a'$ runs from $a$ to $a_0$, $b'$ runs from $b$ down to $a_0$, and the term becomes $(b-a_0)/[(\gamma-1)h]$.

For the third, split $\ln(b'/a')=\ln(b'/a_0)-\ln(a'/a_0)$. The first part, by the same substitution, is

$$\frac1{\gamma-1}\int_{a_0}^{b}b'\ln\frac{b'}{a_0}\,db'=\frac1{\gamma-1}\left[\frac{b^2}2\ln\frac b{a_0}-\frac{b^2-a_0^2}4\right].$$

The second part is

$$-\int_a^{a_0}a'\ln\frac{a'}{a_0}\,da'=\frac{a^2}2\ln\frac a{a_0}+\frac{a_0^2-a^2}4 .$$

Because $b^2-a_0^2=(\gamma-1)(a_0^2-a^2)$, the terms without logarithms cancel. The result is

$$t=\frac n{C_*}\left\{\frac{a_0-a}k+\frac{b-a_0}{(\gamma-1)h}+\frac1{2D}\left[\frac{b^2\ln(b/a_0)}{\gamma-1}+a^2\ln\frac a{a_0}\right]\right\}.$$

In the example the three parts are about 833 s, 1 s and 5655 s. Together they give 6489 s, or 1.80 h. Direct numerical integration of $1/u$ agrees with this formula.

**Q:** The core keeps shrinking while the oxide thickens. Surely the growing oxide eventually chokes the reaction?

**A:** In this model it does not. Differentiate the effective thickness along the path, using $db/da=-(\gamma-1)a/b$:

$$\frac d{da}\left(a\ln\frac ba\right)=\ln\frac ba+a\left(\frac1b\frac{db}{da}-\frac1a\right)=\ln\frac ba-1-(\gamma-1)\frac{a^2}{b^2}.$$

At the start $b=a$ and this is $-\gamma$, so the resistance rises as $a$ falls. As oxidation proceeds $b/a$ increases, and the derivative increases with it and changes sign once. The diffusion resistance therefore has a single maximum, where

$$\ln\frac ba=1+(\gamma-1)\frac{a^2}{b^2}.$$

Here that happens at $a=456$ nm, where $u=0.0531$ nm/s. The state at 500 nm is already close to the slowest recession.

Beyond the maximum the small circumference wins. As $a\to0$, $b$ tends to the finite value $\sqrt\gamma\,a_0$, so $a\ln(b/a)\to0$ and $a/b\to0$. Only the reaction resistance survives:

$$u\to\frac{C_*k}n=3.0\times10^{-4}\times2000\ \text{nm/s}=0.60\ \text{nm/s}.$$

This is a mathematical limit of the continuum model, not a forecast for a core a few atoms wide. It does show that cylindrical diffusion with constant coefficients cannot produce a self-limiting core.

**Q:** You solved a steady equation while both boundaries move and the oxide itself flows outwards. How can that be consistent?

**A:** It is an approximation, valid when dissolved oxidant is scarce compared with the oxidant bound into oxide. Incompressible radial flow has $rv$ independent of $r$. Its value at the outer surface is $b\dot b$, so

$$v(r)=\frac{(\gamma-1)au}r .$$

This flow carries oxidant outwards at $vC$. The inward diffusive flux density is $J/(2\pi r)=nau/r$. Their ratio is $(\gamma-1)C/n$, at most $(\gamma-1)C_*/n$.

Storage is similarly small. The oxide holds at most $\pi(b^2-a^2)C_*$ dissolved molecules per length, while $\pi(a_0^2-a^2)n$ have reacted. By the volume relation this ratio is $\gamma C_*/n=6.75\times10^{-4}$.

A transient calculation including storage, oxide flow and both moving boundaries was started from the steady profile at a core radius of 900 nm and run to 500 nm. It took about 0.03% longer than the steady-profile formula. With $C_*$ raised a hundredfold the excess was 2.9%, close to a hundred times larger, as expected of a correction linear in $C_*/n$. For these parameters the steady profile is a minor source of error.

**Q:** Then the larger worry must be stress. Each new layer of oxide pushes the older layers outwards and stretches them around the wire.

**A:** Yes. To estimate it, treat the oxide as an incompressible Newtonian fluid of viscosity $\eta$, with no axial strain, and write $v=c/r$ with $c=(\gamma-1)au$. The radial and hoop strain rates are $dv/dr=-c/r^2$ and $v/r=+c/r^2$. With pressure $p$ and tension counted positive,

$$\sigma_r=-p-\frac{2\eta c}{r^2},\qquad \sigma_\theta=-p+\frac{2\eta c}{r^2},\qquad \sigma_z=-p .$$

Radial force balance requires

$$\frac{d\sigma_r}{dr}=\frac{\sigma_\theta-\sigma_r}r=\frac{4\eta c}{r^3}.$$

Neglect the gas pressure, so that $\sigma_r(b)=0$, and integrate:

$$\sigma_r(r)=-2\eta c\left(\frac1{r^2}-\frac1{b^2}\right),\qquad \sigma_r(a)=-2\eta(\gamma-1)\frac ua\left(1-\frac{a^2}{b^2}\right).$$

The silicon surface is under radial compression. The mean stress is $-p=\sigma_r+2\eta c/r^2=2\eta c/b^2$, a tension that is uniform through the oxide.

For $\eta=10^{12}$ Pa s, a rough value, and $u/a=0.0534/500=1.07\times10^{-4}$ s$^{-1}$, the radial stress at the silicon is $-0.23$ GPa and the mean tension is 0.034 GPa.

**Q:** Compression at the interface should slow the reaction. So your rate is too high?

**A:** For this wire the constant-viscosity estimate goes the other way. A simple activated description multiplies $k$ by $\exp[\sigma_r(a)V_k/k_BT]$ and $D$ by $\exp[-pV_D/k_BT]$, where $k_B$ is Boltzmann's constant. With rough activation volumes $V_k=15$ Å$^3$ and $V_D=75$ Å$^3$, $k$ falls by a factor of 0.83 while $D$ rises by a factor of 1.15. Because diffusion holds 91% of the resistance, the second change wins:

$$\frac{5.00\times10^{-4}}{0.832}+\frac{5.12\times10^{-3}}{1.146}\approx5.07\times10^{-3}\ \text{s/nm}.$$

The rate rises by about 11%. With $\eta=10^{11}$ Pa s it rises by about 1%.

These are single-pass estimates: the stress was computed from the stress-free rate and not updated. They omit stress-dependent solubility and the fall of viscosity under high shear stress. The second omission already matters at $\eta=10^{12}$ Pa s. The Newtonian shear stress at the core, $2\eta c/a^2$, is 0.27 GPa. In an Eyring law the viscosity is multiplied by $(\tau/\tau_c)/\sinh(\tau/\tau_c)$ with $\tau_c=2k_BT/V_c$, and for rough volumes $V_c$ of 425 to 1000 Å$^3$ the scale $\tau_c$ is only 0.09 to 0.04 GPa. With that law the mean stress is no longer uniform: it becomes compressive next to the silicon, and the rise in rate shrinks to between about 6% and 3%. At $\eta=10^{11}$ Pa s the rise stays near 1%. Even the sign of the total correction depends on the assumed coefficients: with $V_D=0$ only the fall of $k$ would remain, and the rate would drop.

**Q:** Could I use the same formula for a nanowire by scaling everything down?

**A:** The geometry scales, but the rate and the stress do not stay fixed. Shrink the wire twentyfold, to $a=25$ nm and $b=69.6$ nm, keeping the temperature and all coefficients. The diffusion resistance falls twentyfold, the reaction resistance stays put, and the stress-free rate rises to 0.397 nm/s. The strain rate $u/a$ then grows about 150-fold. At $\eta=10^{12}$ Pa s the Newtonian formula returns a radial stress of $-34.5$ GPa.

That number is not a prediction. It says that a constant viscosity of $10^{12}$ Pa s and the stress-free rate cannot both hold in such a wire. The reaction now has the larger share of the resistance, so its suppression by compression matters more. Strong retardation of silicon nanowire oxidation is known at moderate temperatures; a description of it needs physics beyond the constant-coefficient formula.

**Q:** And for the micrometre wire, how closely do your parameters resemble a real process?

**A:** They can be compared through their wafer limit. The parabolic constant is $2\gamma DC_*/n=2\times2.25\times10^5\times3.0\times10^{-4}=135$ nm²/s, or about 0.5 µm²/h. The linear constant, with $h$ neglected, is $\gamma kC_*/n=1.35$ nm/s, or about 5 µm/h. Both are of the size found for steam near atmospheric pressure at 1100 °C. The coefficient $h$ is poorly known, but at this stage a value a hundred times smaller would still leave the surface resistance below 1% of the total; on a nearly bare wire its share would be about 17%.

A real wire also breaks the assumption of a uniform $k$, because its circumference exposes different crystal faces. If $k$ is made 1.7 times smaller all round the wire, a rough ratio between faces, the rate at this stage drops by 5.9%. Under an oxide only a few nanometres thick, where the reaction holds nearly all the resistance, the rate falls by nearly the full factor of 1.7. Faces that share one wire can differ by more than 5.9% even under a thick oxide, because oxidant left unused at a slow face can diffuse sideways to a faster one. The core can therefore lose its round shape, which the radial formula does not describe. For this example, then, a uniform change of $k$ by this factor moves the rate by about 6%, and the single-pass estimate for stress moves it by about 11% if $\eta=10^{12}$ Pa s. The second figure depends strongly on the flow law. With constant viscosity the single-pass correction grows to about 32% at $3\times10^{12}$ Pa s and turns negative between $10^{13}$ and $2\times10^{13}$ Pa s. With shear thinning at $V_c=660$ Å$^3$, and the stress updated with the rate, it is about 4% at $10^{12}$ Pa s, near zero at $5\times10^{12}$ Pa s and about $-3$% at $10^{13}$ Pa s. Its size and sign depend on the viscosity, the flow law and the activation volumes. The result of 3.2 nm/min is best read as a rough estimate of about 3 nm/min.

## Computed results

```
Temperature: 1100 C = 1373.15 K
Oxidant solubility Cs: 3.00e+19 cm^-3
Silicon atom density: 5.00e+22 cm^-3
Molecules used per Si atom: 2
Oxidant need n: 1.00e+23 cm^-3; Cs/n: 3.00e-04
D: 1.00e-09 cm^2/s = 1.00e+05 nm^2/s
k: 2.00e-04 cm/s = 2.00e+03 nm/s
h: 1.00e-01 cm/s = 1.00e+06 nm/s
Volume ratio gamma: 2.25
Initial radius: 1000 nm; present core radius: 500 nm
Outer radius: 1391.94 nm; oxide thickness: 891.94 nm
ln(b/a): 1.02385
Effective length a ln(b/a): 511.92 nm
Reaction resistance: 5.0000e-04 s/nm
Surface resistance: 3.5921e-07 s/nm
Diffusion resistance: 5.1192e-03 s/nm
Total resistance: 5.6196e-03 s/nm
C(a)/Cs: 0.08897; C(b)/Cs: 0.999936
Recession rate: 0.05338 nm/s = 3.203 nm/min
Recession, finite differences: 0.05338 nm/s
Thickness growth rate: 0.07736 nm/s
Flat recession at same thickness: 0.03185 nm/s
Wire/flat recession ratio: 1.6764
Wire/flat thickness-rate ratio: 1.0796
Same thickness ratio at a=900 nm: 0.9746
Elapsed time: 6489.3 s = 1.803 h
Core radius at diffusion-resistance peak: 455.6 nm
Recession rate there: 0.05310 nm/s
Stress-free limit of rate as a->0: 0.600 nm/s
Dilution parameter gamma Cs/n: 6.750e-04
Transient time excess: 0.0284 %
Time excess with Cs raised 100-fold: 2.90 %
Activation volumes, k and D: 15, 75 A^3
Viscosity 1e+11 Pa s: radial stress -0.0232 GPa
  mean tension: 0.0034 GPa
  factors on k and D: 0.9818, 1.0137
  one-pass rate change: 1.08 %
Viscosity 1e+12 Pa s: radial stress -0.2325 GPa
  mean tension: 0.0344 GPa
  factors on k and D: 0.8320, 1.1460
  one-pass rate change: 10.87 %
Rate change if k is 1.7 times smaller: -5.86 %
Shrunken wire: a=25.0 nm, b=69.60 nm
  stress-free recession rate: 0.3967 nm/s
  Newtonian radial stress at 1e12 Pa s: -34.5 GPa
  Newtonian mean tension: 5.12 GPa
```
